# Nonlocal conductivity of a clean one-channel wire with linear dispersion

In an infinite, clean wire carrying one channel of spinless, non-interacting electrons with linearized dispersion, an electric field at $x'$ drives at $x$ a current governed by

$$\sigma(x,x';\omega)=\frac{e^2}{h}\,e^{i\omega|x-x'|/v},\qquad I(x)=\int\sigma(x,x';\omega)\,E(x')\,dx' .$$

Here $v$ is the Fermi velocity and all driven quantities vary as $e^{-i\omega t}$. At any fixed separation the conductivity tends to $e^2/h$ as $\omega\to0$, whatever the two positions are. The field $E$ is the total field acting on the electrons, including any field from charge displaced in the wire. The frequency stands for $\omega+i\eta$ with $\eta>0$, which means that the field was switched on slowly as $e^{\eta t}$. The wire is made infinitely long first, and $\eta$ goes to zero afterwards.

Let the carriers have charge $Q$, with $Q^2=e^2$, and let the unperturbed one-particle states $|n\rangle$ have energies $\varepsilon_n$ and occupations $f_n$. A scalar potential $\phi$, with $E=-\partial_x\phi$, adds the energy $U=\int\rho(x)\phi(x)\,dx$, where $\rho(x)$ is the charge-density operator. Write the one-particle density matrix as $P=P_0+\delta P$, with $(P_0)_{nm}=f_n\delta_{nm}$. To first order, its equation of motion is

$$i\hbar\,\partial_t\delta P=[H_0,\delta P]+[U,P_0].$$

The time derivative gives $i\hbar(-i\omega+\eta)=\hbar(\omega+i\eta)$. The two commutators have matrix elements $\varepsilon_{nm}\delta P_{nm}$, with $\varepsilon_{nm}=\varepsilon_n-\varepsilon_m$, and $U_{nm}(f_m-f_n)$. Therefore

$$\delta P_{nm}=\frac{(f_m-f_n)\,U_{nm}}{\hbar(\omega+i\eta)-\varepsilon_{nm}} .$$

Charge conservation turns the potential into the field. The operator equation $(i/\hbar)[H_0,\rho(x)]=-\partial_xj(x)$ has the matrix element

$$\frac{i}{\hbar}\varepsilon_{nm}\rho_{nm}(x)=-\partial_xj_{nm}(x)
\quad\Longrightarrow\quad
\rho_{nm}(x)=\frac{i\hbar}{\varepsilon_{nm}}\,\partial_xj_{nm}(x).$$

Suppose first that $\phi$ vanishes outside a finite region. Integration by parts then has no boundary term, and

$$U_{nm}=\frac{i\hbar}{\varepsilon_{nm}}\int\phi\,\partial_{x'}j_{nm}\,dx'
=\frac{i\hbar}{\varepsilon_{nm}}\int j_{nm}(x')E(x')\,dx' .$$

Such a field has zero total voltage. A field with a nonzero voltage drop is covered by adding an opposite drop at a distance $R$. Its signal needs a time $R/v$ to arrive, so it left when the field was weaker by $e^{-\eta R/v}$. Letting $R\to\infty$ at fixed $\eta$ removes it. This is where the infinite length enters before the limit $\eta\to0$.

The current is $I(x)=\sum_{mn}j_{mn}(x)\,\delta P_{nm}$. A scalar potential leaves the current operator unchanged, so there is no separate diamagnetic term. The coefficient of $E(x')$ is the Kubo–Greenwood conductivity

$$\sigma(x,x';\omega)=i\hbar\sum_{mn}\frac{f_m-f_n}{\varepsilon_{nm}}\,
\frac{j_{mn}(x)\,j_{nm}(x')}{\hbar(\omega+i\eta)-\varepsilon_{nm}} .$$

Now linearize the band. Measured from the Fermi points, right movers have energy $\hbar vk$ and left movers $-\hbar vk$. In both branches the states far below the Fermi energy are full and those far above it are empty. The field is taken to be smooth on the scale $1/k_F$, so it does not scatter electrons between branches. The current operator of the linearized model is $v$ times the right-moving charge density minus $v$ times the left-moving one, and it has no matrix element between branches either. For a parabolic band the corresponding element, between wave numbers $k_1$ and $k_2$, is proportional to $\hbar(k_1+k_2)/2m$. It vanishes for $k_2=-k_1$ and is small near opposite Fermi points.

For right movers in a normalization length $L$, take $m$ to have wave number $k$ and $n$ to have $k+q$. Then

$$j_{mn}(x)=\frac{Qv}{L}e^{iqx},\qquad j_{nm}(x')=\frac{Qv}{L}e^{-iqx'},\qquad \varepsilon_{nm}=\hbar vq .$$

With $X=x-x'$, and each sum replaced by $L/2\pi$ times an integral, the factors of $L$ cancel:

$$\sigma_R=\frac{i\hbar e^2v^2}{4\pi^2}\int dq\,
\frac{e^{iqX}}{\hbar vq\;\hbar(\omega+i\eta-vq)}
\int dk\,[f(k)-f(k+q)] .$$

The occupation integral must be evaluated with finite limits, because $f$ does not vanish at $k\to-\infty$. Shifting the variable in the second term gives

$$\int_{-\Lambda}^{\Lambda}[f(k)-f(k+q)]\,dk
=\int_{-\Lambda}^{-\Lambda+q}f\,dk-\int_{\Lambda}^{\Lambda+q}f\,dk\;\longrightarrow\;q-0=q .$$

Only the values of $f$ at the two ends matter, one and zero. The result holds for either sign of $q$ and at any temperature, which is why temperature is absent from the conductivity of this model. The factor $q$ cancels the one in the denominator. The remaining constants are $i\hbar e^2v^2/(4\pi^2\hbar^2v)=(e^2/h)(iv/2\pi)$, so

$$\sigma_R=\frac{e^2}{h}\,\frac{iv}{2\pi}\int_{-\infty}^{\infty}\frac{e^{iqX}}{\omega+i\eta-vq}\,dq .$$

The integrand has one pole, at $q_0=(\omega+i\eta)/v$, in the upper half plane. Near it, $1/(\omega+i\eta-vq)=-1/[v(q-q_0)]$. For $X>0$ the contour closes above, and the integral is $-(2\pi i/v)e^{iq_0X}$. Multiplication by $iv/2\pi$ gives $+e^{iq_0X}$. For $X<0$ the contour closes below, where there is no pole, and the result is zero. Right movers therefore respond only to fields on their left:

$$\sigma_R=\frac{e^2}{h}\,\theta(X)\,e^{i\omega X/v}.$$

For left movers the current elements have the factor $-Qv$, which enters squared. The energy difference is $-\hbar vq$. The full states now lie at large positive $k$, so the occupation integral is $0-q=-q$. The ratio of the last two is again $1/\hbar v$, and the denominator becomes $\omega+i\eta+vq$. Its pole is at $-q_0$, in the lower half plane. For $X<0$ the clockwise contour gives $-(2\pi i/v)e^{-iq_0X}$, hence

$$\sigma_L=\frac{e^2}{h}\,\theta(-X)\,e^{-i\omega X/v}.$$

The sum of the two branches is the stated result for $X\neq0$. At $X=0$ the combined integrand is $2(\omega+i\eta)/[(\omega+i\eta)^2-v^2q^2]$. It falls as $1/q^2$, so its Fourier transform is continuous, and the value there is $e^2/h$.

The occupation integral has a direct mechanical meaning. A field changes each wave number at the rate $QE/\hbar$. With one state per $2\pi$ of wave number and unit length, the density of right movers grows at the rate $QE/h$. In terms of their charge density $\rho_R$,

$$(\partial_t+v\,\partial_x)\rho_R=\frac{e^2}{h}E .$$

Solving this from the left, with $I_R=v\rho_R$, gives $I_R(x)=(e^2/h)\int_{-\infty}^{x}e^{i\omega(x-x')/v}E(x')\,dx'$, in agreement with $\sigma_R$. In a real band the two branches join at the bottom. The field moves electrons through that junction, adding right movers and removing left movers at equal rates. The total number is unchanged, but the two changes add in the current because the velocities are opposite.

In time, the conductivity is the inverse transform

$$\int\frac{d\omega}{2\pi}\,e^{-i\omega t}\,\frac{e^2}{h}\,e^{i\omega|X|/v}=\frac{e^2}{h}\,\delta\!\left(t-\frac{|X|}{v}\right).$$

A voltage pulse $V(t)$ dropped near $x'$ produces the current $(e^2/h)V(t-|X|/v)$ on both sides, undistorted and delayed by the travel time. By continuity the charge density is $+I/v$ on the right and $-I/v$ on the left. An excess moves right and a deficit moves left, and both carry current in the same direction.

The dc limit follows from $|e^{i\theta}-1|=2|\sin(\theta/2)|\le|\theta|$ with $\theta=\omega|X|/v$. If the field occupies a finite region, then at any fixed $x$

$$I(x)\;\longrightarrow\;\frac{e^2}{h}\int E(x')\,dx'=\frac{e^2}{h}V .$$

The total voltage drop alone matters, not its distribution. The limit is not uniform in distance: at any nonzero frequency the phase is large at points far enough away. The order of limits also matters. In an isolated wire of finite length, charge cannot pass the ends, and a steady current is impossible. The infinite wire stands for a finite one whose leads absorb arriving electrons without reflection.

A uniform field over the whole infinite wire shows the opposite extreme. Since $\eta$ makes the exponential decay,

$$\int\sigma\,dX=\frac{2e^2}{h}\int_0^\infty e^{i(\omega+i\eta)X/v}dX=\frac{e^2}{h}\,\frac{2iv}{\omega+i\eta}.$$

With $v=\hbar k_F/m$ and the spinless density $n=k_F/\pi$, this equals $ine^2/[m(\omega+i\eta)]$. It is the response of free charges obeying $m\dot u=QE$. It diverges at low frequency because the region that contributes coherently has a length of order $v/\omega$, while each part of it contributes a finite conductivity.

The dc value does not need a linear band. For small $\omega$, the last denominator of the Kubo–Greenwood sum separates into a principal part and $-i\pi\delta(\varepsilon_{nm})$. In a system with time-reversal symmetry the spinless states can be chosen real, and the current elements are then imaginary and antisymmetric. Their product is unchanged when $m$ and $n$ are exchanged, as is $(f_m-f_n)/\varepsilon_{nm}$, while the principal part of $1/\varepsilon_{nm}$ changes sign. That part cancels in the sum. As $\varepsilon_{nm}\to0$, the ratio $(f_m-f_n)/\varepsilon_{nm}$ tends to $-f'(\varepsilon)$, which leaves

$$\sigma_{dc}=\pi\hbar\int d\varepsilon\,[-f'(\varepsilon)]\sum_{mn}j_{mn}(x)j_{nm}(x')\,\delta(\varepsilon-\varepsilon_m)\delta(\varepsilon-\varepsilon_n).$$

In a parabolic band there are two states at each energy, $k$ and $-k$, with no current element between them. Each has the density of states $L/(2\pi\hbar v_\varepsilon)$ and the diagonal current $\pm Qv_\varepsilon/L$, where $v_\varepsilon$ is the speed at energy $\varepsilon$. The double sum is

$$2\left(\frac{L}{2\pi\hbar v_\varepsilon}\right)^2\left(\frac{Qv_\varepsilon}{L}\right)^2=\frac{e^2}{2\pi^2\hbar^2}.$$

Multiplication by $\pi\hbar$ gives $e^2/h$ at every energy, since the velocity cancels. The energy integral gives the occupation at the band bottom, which is one at zero temperature. Position independence reflects current conservation: in a steady state $\partial_xI=0$. A test on an infinite lattice chain, at three Fermi wave numbers $k_Fa=0.3$, $1.2$ and $2.5$ with lattice spacing $a$, and for five pairs of bonds, found $e^2/h$ to within rounding error.

At finite frequency a lattice band driven by a sharp potential step does leave corrections. They were examined in a half-filled chain of 1200 sites with hopping energy $t$, by applying a potential step on the central bond and computing the current elsewhere. With the complex photon energy $\hbar(\omega+i\eta)=(0.04+0.02i)t$, the sampled bonds 10 to 80 spacings away agreed with the formula to $0.0021\,e^2/h$. On the driven bond itself the deviation was $0.0078\,e^2/h$, against $0.0160\,e^2/h$ when the complex energy was doubled. These two local values depend on the chain length: two more sites raise them to 0.0102 and 0.0186, and in an infinite chain they are 0.0087 and 0.0171, all in units of $e^2/h$. In this case the local correction is nearly proportional to frequency. Most of it comes from transitions between the two branches, which a step on a single bond can excite but a smooth field cannot.

For a practical scale, consider a gate-defined wire in an InSb quantum well, at 2 K and in a magnetic field of 6 T along the wire. The field makes the channel effectively spinless by separating the two spin bands, and it exerts no magnetic force on motion along its own direction. The material parameters are rough typical values: a mass of $0.014\,m_e$, a $g$ factor of size 40 and a subband spacing of 15 meV. The spacing is meant as the value in the field, because a field along the wire does alter the transverse motion. The Fermi energy, chosen as 7.0 meV above the lowest band, is below the Zeeman splitting of 13.9 meV, so only the lower spin band is occupied, and only up to the Fermi energy. From $k_F=\sqrt{2mE_F}/\hbar=0.0507\ \mathrm{nm^{-1}}$ the density is $k_F/\pi=16$ electrons per micrometre, and $v=\hbar k_F/m=4.194\times10^5$ m/s.

An electron crosses 300 nm in $300\times10^{-9}/(4.194\times10^5)$ s, or 0.715 ps. At 100 GHz the phase is $2\pi\times0.100\times0.715=0.449$ rad, and

$$\sigma=38.74\,(\cos0.449+i\sin0.449)\ \mu\mathrm{S}=(34.9+16.8i)\ \mu\mathrm{S}.$$

The magnitude is still $e^2/h=38.74\ \mu$S; the smaller real part comes from delay, not from loss. At 10 GHz the phase is 0.045 rad, and at 1 GHz it is 0.0045 rad. It reaches 0.01 rad at 2.2 GHz, so below that frequency the conductivity over this distance differs from its dc value by at most 1 percent of $e^2/h$. A local drop of amplitude 0.1 mV drives $38.74\ \mu\mathrm{S}\times0.1\ \mathrm{mV}=3.87$ nA.

The linearization was compared with a parabolic band represented on a lattice of 6 nm spacing and 9600 nm length. A damping length $v/\eta=1000$ nm suppressed reflections from the ends, and the same $\eta$ was used in the formula. At 100 GHz and 300 nm the band gave $0.663+0.324i$ and the formula $0.667+0.322i$, in units of $e^2/h$. The distance between them is 0.005. Changing the spacing from 7.5 to 6 nm moved the results by up to 0.003, and lengthening the chain from 7200 to 9600 nm moved them by up to 0.0014.

Most of the difference at 300 nm comes from the lattice. With $\varepsilon=2t(1-\cos ka)$ and $t=\hbar^2/2ma^2$, the velocity obeys

$$(\hbar v_{lat})^2=4t^2a^2\sin^2ka=\frac{2\hbar^2\varepsilon}{m}\left(1-\frac{\varepsilon}{4t}\right).$$

For $a=6$ nm, $t$ is about 76 meV, and the velocity is 1.2 percent below the parabolic value. Putting the lower velocity into the formula shifts it by about $-0.004+0.002i$, close to the difference found.

Coulomb repulsion changes the response more. Suppose that a density change $\delta n$ creates the potential energy $V\delta n$. This local form requires a repulsion whose range is short compared with the wavelength of the density change. The range must also be long compared with $1/k_F$, because exchange cancels a true contact repulsion between spinless electrons. Treat the repulsion in the random-phase approximation, where electrons respond to the average induced field. At wave number $q$, continuity gives $\rho=qI/\omega$. The induced force $-iqV\rho/Q$ corresponds to the field $E_{ind}=-iq^2VI/(e^2\omega)$. Insert this in $I=\sigma(q)(E_{ext}+E_{ind})$, using $\sigma(q)=(e^2/h)\,2iv\omega/(\omega^2-v^2q^2)$, the transform found above:

$$\frac{I}{E_{ext}}=\frac{\sigma(q)}{1+iq^2V\sigma(q)/(e^2\omega)}
=\frac{e^2}{h}\,\frac{2iv\omega}{\omega^2-u^2q^2},\qquad
u=v\sqrt{1+\frac{V}{\pi\hbar v}} .$$

This has the earlier form with velocity $u$ and an additional factor $K=v/u$. The response to the external field is therefore $K(e^2/h)e^{i\omega|X|/u}$, while the response to the total field is unchanged. If the repulsion is confined to a finite section between non-interacting leads, $V\delta n$ vanishes at both ends and the induced field has no total voltage. The dc current is then $e^2/h$ times the external voltage, without the factor $K$.

For the InSb wire, a charged line of radius 20 nm at 100 nm from a metal gate, in a medium of permittivity 16.8, gives

$$V=\frac{e^2}{2\pi\epsilon_0\epsilon_r}\ln\frac{2\times100}{20}=395\ \mathrm{meV\,nm}.$$

With $\hbar v=276$ meV nm, $u/v=\sqrt{1+395/(276\pi)}=1.21$ and $K=0.83$. If the repulsion acts along the whole infinite wire, the phase at 100 GHz falls from 0.45 to 0.37 rad. A short interacting section between non-interacting leads stays closer to the dc case: for a drop at the centre of a section 600 nm long, the response 300 nm away has magnitude $0.97\,e^2/h$ and phase 0.44 rad. This estimate neglects the detailed gate geometry and exchange. Exchange depends on the repulsion at wave number $2k_F$, which is sensitive to the charge profile. It is about 5 percent of $V$ between the axis and a point 20 nm away, 11 percent for charge on a shell of that radius, and 13 to 14 percent for transverse wave functions matching the 15 meV spacing in a well 20 to 30 nm wide, which also raise $V$ to about 470 meV nm. Exchange would lower $u$ by 1 to 3 percent.

Real wires also break the assumption of no scattering. A rough two-dimensional mobility of $2\times10^5\ \mathrm{cm^2/Vs}$ gives $\tau=\mu m/e=1.6$ ps and $v\tau=668$ nm. The Drude conductivity is $ne^2\tau/m=(e^2/h)\,2v\tau$. Adding the resulting resistance to $h/e^2$, without interference between scatterers, gives the dc transmission $1/[1+300/(2\times668)]=0.82$. The dc conductance would thus drop by about 18 percent, to 32 $\mu$S. Carrying a two-dimensional mobility over to a narrow wire is itself uncertain, so the clean result at 300 nm is a limiting case for this material.

Other effects change the velocity or the occupation. A rough spin-orbit strength of 20 meV nm lowers the velocity by 1 percent at fixed wave number. Nonparabolicity, for a gap of 235 meV, lowers it by 4 percent at fixed Fermi energy if the transverse confinement energy is left out. That energy matters: for a hard-walled well 20 to 30 nm wide, a two-band estimate with the well energy alone gives a reduction of 13 to 20 percent, and about 15 to 21 percent when the lateral confinement and the 6 T field are added. The phases quoted above for non-interacting electrons would then be larger by roughly 15 to 25 percent. The thermal velocity spread is 2 percent, and the Boltzmann factor of the next band is about $4\times10^{-18}$. The numerical output lists these values with their inputs, except those that include the confinement energy.

## Calculated quantities

```
occupation integral, largest error: 2.0e-13
one-branch Fourier integral, largest error: 1.2e-11
Coulomb response formula, largest error: 3.0e-12
half-filled chain, 10-80 bonds away, error: 0.00211 e^2/h
same chain, zero separation, zeta/hop=0.08+0.04i: 0.01601 e^2/h
same, zeta/hop=0.04+0.02i: 0.00778 e^2/h
dc trace, largest deviation from e^2/h: 3.3e-15 e^2/h
uniform-field check, relative error: 4.2e-09
InSb mass: 0.014 m_e; g factor size: 40
magnetic field: 6.0 T; temperature: 2.0 K
Fermi energy: 7.0 meV; Zeeman splitting: 13.89 meV
subband spacing: 15.0 meV; kT: 0.172 meV
Fermi wave number: 0.0507 1/nm; density: 16.14 1/um
Fermi velocity: 4.194e+05 m/s; hbar v: 276.0 meV nm
e^2/h: 38.740 uS; separation: 300 nm
1 GHz: photon 0.0041 meV, phase 0.0045 rad, sigma 38.740+0.174i uS
10 GHz: photon 0.0414 meV, phase 0.0449 rad, sigma 38.701+1.741i uS
100 GHz: photon 0.4136 meV, phase 0.4495 rad, sigma 34.893+16.832i uS
transit time: 0.715 ps
frequency for phase 0.01 rad: 2.22 GHz
current amplitude for 0.1 mV local drop: 3.874 nA
damping length in band test: 1000 nm; hbar eta: 0.2760 meV
100 GHz, 30 nm: band 0.9673+0.0467i, formula 0.9695+0.0436i, gap 0.0038 e^2/h
100 GHz, 150 nm: band 0.8364+0.1944i, formula 0.8391+0.1918i, gap 0.0037 e^2/h
100 GHz, 300 nm: band 0.6630+0.3243i, formula 0.6672+0.3219i, gap 0.0049 e^2/h
shift, lattice spacing 7.5 to 6 nm: 0.00269 e^2/h
shift, chain length 7200 to 9600 nm: 0.00144 e^2/h
permittivity: 16.8; gate distance: 100 nm; wire radius: 20 nm
Coulomb strength V: 394.7 meV nm; u/v: 1.206; K: 0.829
100 GHz phase with Coulomb velocity u: 0.3726 rad
mobility: 2.0e+05 cm2/Vs; scattering time: 1.59 ps
v times scattering time: 668 nm; dc transmission over 300 nm: 0.817
spin-orbit strength: 20 meV nm; velocity reduction: 1.05 %
band gap: 235 meV; nonparabolic velocity reduction: 4.23 %
Boltzmann factor of next band: 4.3e-18
thermal velocity spread: 2.23 %
photon/Fermi energy at 100 GHz: 0.0591
```
